# Adaptive Gaussian Smearing in Three-Phonon Rates and Its Errors: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Adaptive Gaussian smearing for three-phonon scattering.
Result under test: delta(W) in a mesh sum may be replaced by a Gaussian with
  sigma^2 = (a^2/12) * sum_mu (dW/dx_mu / N)^2,
where W is the frequency mismatch, x_mu are reduced coordinates of q',
dW/dx_mu = +-(v'-v'').b_mu, N is the mesh division and a is a number near 1.
Model: fcc crystal, one atom per cell, nearest-neighbour anharmonic bonds.
Frequencies are angular (rad/s) internally and are printed divided by 2 pi.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

MASS = 50 * sc.atomic_mass
BOND = 0.3e-9          # bond length, m
K2 = 20.0              # quadratic bond constant, N/m
K3 = -5.0e11           # cubic bond constant, N/m^2
TEMP = 300.0           # K
THZ = 2 * np.pi * 1e12
CELL = BOND / np.sqrt(2) * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
BONDS = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                  [1, -1, 0], [0, 1, -1], [-1, 0, 1]])
DIRS = BONDS @ CELL / BOND
X0 = np.array([0.30, 0.20, 0.05])   # reduced wavevector of the studied phonon
J0 = 2                              # its branch (highest)


def modes(x):
    """Frequencies, eigenvectors (columns) and d(omega)/dx for points x."""
    phase = 2 * np.pi * x @ BONDS.T
    outer = DIRS[:, :, None] * DIRS[:, None, :]
    dyn = 2 * K2 / MASS * np.einsum('pb,bcd->pcd', 1 - np.cos(phase), outer)
    val, vec = np.linalg.eigh(dyn)
    w = np.sqrt(np.abs(val))
    proj = np.einsum('bc,pcj->pbj', DIRS, vec) ** 2
    slope = np.einsum('pb,bm,pbj->pjm', np.sin(phase), BONDS, proj,
                      optimize=True)
    return w, vec, 2 * np.pi * K2 / MASS * slope / w[:, :, None]


def coupling(x1, e1, x2, e2, x3, e3):
    """Cubic coupling (N/m^2) of three waves with total wavevector zero.
    A common sign change of x2 or x3 only changes the overall sign."""
    d23 = np.einsum('pci,pcj->pij', e2, e3)
    d12 = np.einsum('c,pci->pi', e1, e2)[:, :, None]
    d13 = np.einsum('c,pcj->pj', e1, e3)[:, None, :]
    total = 0.0
    for b, n in zip(BONDS, DIRS):
        s1 = n @ e1
        s2 = np.einsum('c,pci->pi', n, e2)[:, :, None]
        s3 = np.einsum('c,pcj->pj', n, e3)[:, None, :]
        amp = (8 * np.sin(np.pi * x1 @ b) * np.sin(np.pi * x2 @ b)
               * np.sin(np.pi * x3 @ b))[:, None, None]
        total = total + amp * ((K3 - 3 * K2 / BOND) * s1 * s2 * s3
                               + K2 / BOND * (s1 * d23 + s2 * d13 + s3 * d12))
    return total


def bose(w):
    return 1 / np.expm1(sc.hbar * w / (sc.k * TEMP))


w_all, e_all, d_all = modes(X0[None, :])
W0, E0, D0 = w_all[0, J0], e_all[0, :, J0], d_all[0, J0]


def channels(x):
    """Mismatch W, weight F and gradient dW/dx: absorption, then decay."""
    w1, e1, d1 = modes(x)
    out = []
    for sign in (1, -1):
        x2 = X0 + sign * x
        w2, e2, d2 = modes(x2)
        wa, wb = w1[:, :, None], w2[:, None, :]
        mismatch = W0 + sign * wa - wb
        grad = sign * (d1[:, :, None, :] - d2[:, None, :, :])
        na, nb = bose(w1)[:, :, None], bose(w2)[:, None, :]
        occ = na - nb if sign == 1 else 0.5 * (1 + na + nb)
        c = coupling(X0, E0, x, e1, x2, e2)
        weight = (np.pi * sc.hbar / 4 * c**2 / MASS**3
                  * occ / (W0 * wa * wb))
        out.append((mismatch, weight, grad))
    return out


def mesh(n, shift):
    g = np.stack(np.meshgrid(*[np.arange(n)] * 3, indexing='ij'), -1)
    return (g.reshape(-1, 3) + shift) / n


def cell_width(grad, n, a=1.0, floor=1e-3 * THZ):
    return np.sqrt(a**2 * (grad**2).sum(-1) / (12 * n**2) + floor**2)


def gauss(w, s):
    return np.exp(-0.5 * (w / s) ** 2) / (np.sqrt(2 * np.pi) * s)


def smeared_rate(chs, n, a=None, fixed=None, floor=1e-3 * THZ):
    total = 0.0
    for w, f, g in chs:
        s = fixed if fixed is not None else cell_width(g, n, a, floor)
        total += (f * gauss(w, s)).sum() / len(w)
    return total


def surface_rate(n, shift):
    """No smearing: roots of W along mesh lines, split by G_mu^2/|G|^2."""
    total = 0.0
    for w, f, g in channels(mesh(n, shift)):
        shape = (n, n, n, 3, 3)
        w = w.reshape(shape)
        base = f / (g**2).sum(-1)
        for mu in range(3):
            h0 = (base * np.abs(g[..., mu])).reshape(shape)
            h1 = np.roll(h0, -1, axis=mu)
            wn = np.roll(w, -1, axis=mu)
            hit = w * wn < 0
            t = w[hit] / (w[hit] - wn[hit])
            total += (h0[hit] * (1 - t) + h1[hit] * t).sum() / n**2
    return total


print(f"mass {MASS/sc.atomic_mass:.0f} u, bond {BOND*1e9:.2f} nm, "
      f"k {K2:.0f} N/m, g {K3:.1e} N/m^2, T {TEMP:.0f} K")
speed = np.linalg.norm(D0 @ CELL / (2 * np.pi))
print(f"phonon x = {X0}, frequency {W0/THZ:.4f} THz, speed {speed:.0f} m/s")

# Gradient of the mismatch against finite differences.
XP = np.array([0.13, 0.37, 0.22])
step = 1e-5
here = channels(XP[None, :])
for mu in range(3):
    dx = np.eye(3)[mu] * step
    up, dn = channels((XP + dx)[None, :]), channels((XP - dx)[None, :])
    for p in range(2):
        fd = (up[p][0] - dn[p][0]) / (2 * step)
        ref_g = here[p][2][..., mu]
        assert np.allclose(fd, ref_g, rtol=1e-4,
                           atol=1e-5 * np.abs(here[p][2]).max())

# Standard deviation of the true mismatch over one cell (Gauss quadrature).
NC = 100
node, wt = np.polynomial.legendre.leggauss(3)
pts = np.array(list(itertools.product(node / 2, repeat=3)))
wts = np.array([np.prod(v) for v in itertools.product(wt / 2, repeat=3)])
inside = channels(XP + pts / NC)
for p in range(2):
    w = inside[p][0]
    mean = np.einsum('p,pij->ij', wts, w)
    std = np.sqrt(np.einsum('p,pij->ij', wts, (w - mean) ** 2))
    sig = cell_width(here[p][2], NC, floor=0.0)[0]
    assert np.abs(std - sig).max() < 0.02 * sig.max()
    if p == 0:
        print(f"one cell, N={NC}, absorption, branches 1,3: true std "
              f"{std[0, 2]/THZ:.5f} THz, formula {sig[0, 2]/THZ:.5f} THz")

# Cubic coupling against the energy of a displaced 5x5x5 supercell.
rng = np.random.default_rng(7)
xs = np.array([[1, 2, 0], [1, 0, 1], [-2, -2, -1]]) / 5
es = rng.normal(size=(3, 3))
es /= np.linalg.norm(es, axis=1)[:, None]
sites = np.array(list(itertools.product(range(5), repeat=3)))


def cell_energy(t):
    def disp(r):
        return sum(t[i] * np.cos(2 * np.pi * r @ xs[i]
                                 + (np.pi / 2 if i == 0 else 0))[:, None]
                   * es[i] for i in range(3))
    energy = 0.0
    for b, n in zip(BONDS, DIRS):
        vec = BOND * n + disp(sites + b) - disp(sites)
        x = np.linalg.norm(vec, axis=1) - BOND
        energy += (K2 * x**2 / 2 + K3 * x**3 / 6).mean()
    return energy


t0 = 1e-3 * BOND
third = sum(np.prod(s) * cell_energy(t0 * np.array(s))
            for s in itertools.product((1, -1), repeat=3)) / (8 * t0**3)
cpl = coupling(xs[0], es[0], xs[1][None, :], es[1][None, :, None],
               xs[2][None, :], es[2][None, :, None])[0, 0, 0]
assert abs(4 * third - cpl) < 1e-3 * abs(K3)
print(f"cubic coupling: supercell {4*third:.5e}, formula {cpl:.5e} N/m^2")

# Planar energy surface aligned with the mesh: largest sampling error.
for a in (0.5, 1.0, 2.0):
    direct = gauss(np.arange(-40, 41), a / np.sqrt(12)).sum() - 1
    series = sum(2 * np.exp(-np.pi**2 * a**2 * m**2 / 6)
                 for m in range(1, 30))
    assert abs(direct - series) < 1e-9
    print(f"planar surface, a={a:.1f}: largest relative error {direct:.5f}")

# Spherical surface W = r^2 - 1: first ripple harmonic along one mesh axis.
h = 1 / 10.25
fine = np.arange(-54, 55) * h / 4
ripple_sum = []
for s in (0.0, 0.5):
    xline = (np.arange(-14, 15) + s) * h
    r2 = (xline[:, None, None]**2 + fine[None, :, None]**2
          + fine[None, None, :]**2)
    width = np.sqrt(4 * r2 * h**2 / 12 + 1e-12)
    ripple_sum.append(gauss(r2 - 1, width).sum() * h**3 / 16)
ripple = (ripple_sum[0] - ripple_sum[1]) / 2 / (2 * np.pi)
k = 2 * np.pi / h
ripple_law = 2 * np.exp(-np.pi**2 / 6) * np.sin(k) / k
assert abs(ripple / ripple_law - 1) < 0.05
print(f"sphere R/h={1/h:.2f}, a=1: axis ripple {ripple:.6f}, "
      f"law {ripple_law:.6f}")

# Smoothing error for the same sphere, adaptive and fixed widths.
hb = 0.1
bias = []
for width in (lambda r: 2 * r * hb / np.sqrt(12), lambda r: 0.1):
    val = quad(lambda r: 4 * np.pi * r**2 * gauss(r**2 - 1, width(r)),
               0.5, 1.6, points=[1.0], epsabs=1e-11, epsrel=1e-11,
               limit=200)[0]
    bias.append(val / (2 * np.pi) - 1)
assert abs(bias[0] / (hb**2 / 8) - 1) < 0.05
assert abs(bias[1] / (-0.1**2 / 8) - 1) < 0.05
print(f"sphere smoothing error: adaptive h=0.1 {bias[0]:.6f} "
      f"(law {hb**2/8:.6f}), fixed s=0.1 {bias[1]:.6f} "
      f"(law {-0.1**2/8:.6f})")

# Smearing-free reference for the phonon rate.
ref_low = surface_rate(36, np.array([0.37, 0.21, 0.68]))
ref = surface_rate(48, np.array([0.29, 0.61, 0.43]))
assert abs(ref_low / ref - 1) < 0.03
print(f"smearing-free rate: N=36 {ref_low*1e-9:.3f}, "
      f"N=48 {ref*1e-9:.3f} ns^-1 (N=48 is the reference)")
print(f"reference lifetime {1e12/ref:.3f} ps")

# Mesh sums with adaptive and fixed widths, eight random mesh shifts each.
shifts = rng.random((8, 3))
settings = [('a', v) for v in (0.5, 1.0, 2.0)]
settings += [('fixed', v) for v in (0.02, 0.1, 0.3, 1.0)]
stats = {}
print("columns: mean rate (ns^-1), bias %, scatter %, total error %")
for n in (8, 12, 16, 24):
    table = []
    for shift in shifts:
        chs = channels(mesh(n, shift))
        table.append([smeared_rate(chs, n, a=v) if kind == 'a' else
                      smeared_rate(chs, n, fixed=v * THZ)
                      for kind, v in settings])
        if n == 16 and shift is shifts[0] or n == 16 and len(table) == 1:
            low = smeared_rate(chs, n, a=1.0)
            high = smeared_rate(chs, n, a=1.0, floor=1e-2 * THZ)
            floor_change = high / low - 1
    table = np.array(table)
    for i, (kind, v) in enumerate(settings):
        mean = table[:, i].mean()
        b, s = mean / ref - 1, table[:, i].std(ddof=1) / ref
        stats[n, kind, v] = (mean, b, s, np.hypot(b, s))
        name = f"adaptive a={v:.1f}" if kind == 'a' else f"fixed {v:.2f} THz"
        print(f"N={n:2d} {name:15s} {mean*1e-9:9.3f} {100*b:8.2f} "
              f"{100*s:7.2f} {100*np.hypot(b, s):7.2f}")

assert abs(stats[24, 'a', 1.0][1]) < 0.06
assert stats[24, 'a', 1.0][3] < stats[8, 'a', 1.0][3]
assert stats[8, 'fixed', 0.02][2] > 2 * stats[8, 'a', 1.0][2]
wide8, wide24 = stats[8, 'fixed', 1.0], stats[24, 'fixed', 1.0]
assert abs(wide24[0] - wide8[0]) < 0.05 * ref
assert abs(wide24[1]) > stats[24, 'a', 1.0][3]
assert abs(floor_change) < 0.01
print(f"floor 0.001 -> 0.010 THz, N=16: rate change "
      f"{100*floor_change:.4f} %")

# Spread of local widths, weighted by contribution to the rate (last mesh).
sig = np.concatenate([cell_width(g, 24).ravel() for _, _, g in chs])
con = np.concatenate([(f * gauss(w, cell_width(g, 24))).ravel()
                      for w, f, g in chs])
order = np.argsort(sig)
cum = np.cumsum(con[order]) / con.sum()
p10, p50, p90 = [sig[order][np.argmax(cum >= q)] / THZ
                 for q in (0.1, 0.5, 0.9)]
assert p90 > 1.5 * p10
print(f"local width, N=24, a=1: 10/50/90 % points "
      f"{p10:.4f} / {p50:.4f} / {p90:.4f} THz")

# One triplet has different widths when different members are held fixed.
da = modes(XP[None, :])[2][0, 0]
db = modes((X0 + XP)[None, :])[2][0, 2]
trio = np.array([np.linalg.norm(v) for v in (da - db, D0 - db, D0 - da)])
trio /= 24 * np.sqrt(12) * THZ
assert trio.max() > 1.05 * trio.min()
print(f"triplet widths, N=24, first/second/third phonon fixed: "
      f"{trio[0]:.4f} / {trio[1]:.4f} / {trio[2]:.4f} THz")
print("PASS")
```

Output of this version:

```
mass 50 u, bond 0.30 nm, k 20 N/m, g -5.0e+11 N/m^2, T 300 K
phonon x = [0.3  0.2  0.05], frequency 4.8775 THz, speed 3262 m/s
one cell, N=100, absorption, branches 1,3: true std 0.03280 THz, formula 0.03281 THz
Traceback (most recent call last):
  File "check.py", line 153, in <module>
    assert np.abs(std - sig).max() < 0.02 * sig.max()
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The failing decay case put X0−x' = (0.17, −0.17, −0.17) almost on a crossing of the two lower branches: their squared frequencies differ by only about 1 %, so the frequency-sorted branches bend inside the cell and the linear-band assumption behind the width formula fails there. The formula is unchanged; the cell test now uses 200 random points at N=200 instead of one point at N=100, with the same 2 % tolerance, and asserts the formula only where branch gaps and the lowest frequency exceed 20 cell widths, because only there is it claimed. The formula remains inaccurate near crossings and acoustic tips, so the old failing case and the worst excluded deviation are now printed as limitations, and the full phonon sums still include all such cells.

Diff:

```diff
@@ -4,4 +4,5 @@
 where W is the frequency mismatch, x_mu are reduced coordinates of q',
 dW/dx_mu = +-(v'-v'').b_mu, N is the mesh division and a is a number near 1.
+The width is the spread of W in one cell where the bands are nearly linear.
 Model: fcc crystal, one atom per cell, nearest-neighbour anharmonic bonds.
 Frequencies are angular (rad/s) internally and are printed divided by 2 pi.
@@ -141,18 +142,47 @@
 
 # Standard deviation of the true mismatch over one cell (Gauss quadrature).
-NC = 100
 node, wt = np.polynomial.legendre.leggauss(3)
 pts = np.array(list(itertools.product(node / 2, repeat=3)))
 wts = np.array([np.prod(v) for v in itertools.product(wt / 2, repeat=3)])
-inside = channels(XP + pts / NC)
-for p in range(2):
-    w = inside[p][0]
-    mean = np.einsum('p,pij->ij', wts, w)
-    std = np.sqrt(np.einsum('p,pij->ij', wts, (w - mean) ** 2))
-    sig = cell_width(here[p][2], NC, floor=0.0)[0]
-    assert np.abs(std - sig).max() < 0.02 * sig.max()
-    if p == 0:
-        print(f"one cell, N={NC}, absorption, branches 1,3: true std "
-              f"{std[0, 2]/THZ:.5f} THz, formula {sig[0, 2]/THZ:.5f} THz")
+
+
+def cell_check(x, n):
+    """For each process: true std, formula width, smallest branch gap.
+    The lowest frequency counts as a gap, since bands have a tip at zero."""
+    centre, inside = channels(x[None, :]), channels(x + pts / n)
+    out = []
+    for p, sign in enumerate((1, -1)):
+        w = inside[p][0]
+        mean = np.einsum('p,pij->ij', wts, w)
+        std = np.sqrt(np.einsum('p,pij->ij', wts, (w - mean) ** 2))
+        sig = cell_width(centre[p][2], n, floor=0.0)[0]
+        freq = modes(np.array([x, X0 + sign * x]))[0]
+        gap = min(np.diff(freq, axis=1).min(), freq.min())
+        out.append((std, sig, gap))
+    return out
+
+
+def deviation(std, sig):
+    return np.abs(std - sig).max() / sig.max()
+
+
+case = cell_check(XP, 100)
+print(f"one cell, N=100, absorption, branches 1,3: true std "
+      f"{case[0][0][0, 2]/THZ:.5f} THz, formula "
+      f"{case[0][1][0, 2]/THZ:.5f} THz")
+print(f"near-crossing cell, N=100, decay: gap {case[1][2]/THZ:.4f} THz, "
+      f"largest width {case[1][1].max()/THZ:.4f} THz, "
+      f"deviation {100*deviation(*case[1][:2]):.2f} %")
+regular, excluded = [], []
+for x in np.random.default_rng(3).random((200, 3)):
+    for std, sig, gap in cell_check(x, 200):
+        group = regular if gap > 20 * sig.max() else excluded
+        group.append(deviation(std, sig))
+print(f"random cells, N=200: {len(regular)} with gap > 20 widths, worst "
+      f"deviation {100*max(regular):.3f} %; {len(excluded)} others, "
+      f"median {100*np.median(excluded):.3f} %, "
+      f"worst {100*max(excluded):.2f} %")
+assert len(regular) >= 20
+assert max(regular) < 0.02
 
 # Cubic coupling against the energy of a displaced 5x5x5 supercell.
@@ -227,7 +257,7 @@
 ref_low = surface_rate(36, np.array([0.37, 0.21, 0.68]))
 ref = surface_rate(48, np.array([0.29, 0.61, 0.43]))
-assert abs(ref_low / ref - 1) < 0.03
 print(f"smearing-free rate: N=36 {ref_low*1e-9:.3f}, "
       f"N=48 {ref*1e-9:.3f} ns^-1 (N=48 is the reference)")
+assert abs(ref_low / ref - 1) < 0.03
 print(f"reference lifetime {1e12/ref:.3f} ps")
 
@@ -245,5 +275,5 @@
                       smeared_rate(chs, n, fixed=v * THZ)
                       for kind, v in settings])
-        if n == 16 and shift is shifts[0] or n == 16 and len(table) == 1:
+        if n == 16 and len(table) == 1:
             low = smeared_rate(chs, n, a=1.0)
             high = smeared_rate(chs, n, a=1.0, floor=1e-2 * THZ)
@@ -264,7 +294,7 @@
 assert abs(wide24[0] - wide8[0]) < 0.05 * ref
 assert abs(wide24[1]) > stats[24, 'a', 1.0][3]
-assert abs(floor_change) < 0.01
 print(f"floor 0.001 -> 0.010 THz, N=16: rate change "
       f"{100*floor_change:.4f} %")
+assert abs(floor_change) < 0.01
 
 # Spread of local widths, weighted by contribution to the rate (last mesh).
@@ -276,7 +306,7 @@
 p10, p50, p90 = [sig[order][np.argmax(cum >= q)] / THZ
                  for q in (0.1, 0.5, 0.9)]
-assert p90 > 1.5 * p10
 print(f"local width, N=24, a=1: 10/50/90 % points "
       f"{p10:.4f} / {p50:.4f} / {p90:.4f} THz")
+assert p90 > 1.5 * p10
 
 # One triplet has different widths when different members are held fixed.
@@ -285,6 +315,6 @@
 trio = np.array([np.linalg.norm(v) for v in (da - db, D0 - db, D0 - da)])
 trio /= 24 * np.sqrt(12) * THZ
-assert trio.max() > 1.05 * trio.min()
 print(f"triplet widths, N=24, first/second/third phonon fixed: "
       f"{trio[0]:.4f} / {trio[1]:.4f} / {trio[2]:.4f} THz")
+assert trio.max() > 1.05 * trio.min()
 print("PASS")
```

Output now:

```
mass 50 u, bond 0.30 nm, k 20 N/m, g -5.0e+11 N/m^2, T 300 K
phonon x = [0.3  0.2  0.05], frequency 4.8775 THz, speed 3262 m/s
one cell, N=100, absorption, branches 1,3: true std 0.03280 THz, formula 0.03281 THz
near-crossing cell, N=100, decay: gap 0.0163 THz, largest width 0.0640 THz, deviation 2.84 %
random cells, N=200: 175 with gap > 20 widths, worst deviation 0.100 %; 225 others, median 0.021 %, worst 5.48 %
cubic coupling: supercell 4.60239e+11, formula 4.60239e+11 N/m^2
planar surface, a=0.5: largest relative error 1.76395
planar surface, a=1.0: largest relative error 0.38883
planar surface, a=2.0: largest relative error 0.00278
sphere R/h=10.25, a=1: axis ripple 0.006008, law 0.005994
sphere smoothing error: adaptive h=0.1 0.001249 (law 0.001250), fixed s=0.1 -0.001262 (law -0.001250)
smearing-free rate: N=36 55.831, N=48 56.947 ns^-1 (N=48 is the reference)
reference lifetime 17.560 ps
columns: mean rate (ns^-1), bias %, scatter %, total error %
N= 8 adaptive a=0.5     58.685     3.05   10.46   10.90
N= 8 adaptive a=1.0     62.194     9.21    4.31   10.17
N= 8 adaptive a=2.0     73.827    29.64    3.80   29.88
N= 8 fixed 0.02 THz     55.138    -3.18   52.41   52.51
N= 8 fixed 0.10 THz     59.059     3.71   17.90   18.28
N= 8 fixed 0.30 THz     62.704    10.11    7.69   12.70
N= 8 fixed 1.00 THz     79.928    40.36    3.33   40.49
N=12 adaptive a=0.5     57.533     1.03    5.14    5.24
N=12 adaptive a=1.0     59.473     4.44    2.66    5.17
N=12 adaptive a=2.0     65.886    15.70    1.80   15.80
N=12 fixed 0.02 THz     52.918    -7.07   30.52   31.33
N=12 fixed 0.10 THz     57.574     1.10    8.68    8.75
N=12 fixed 0.30 THz     62.221     9.26    2.54    9.60
N=12 fixed 1.00 THz     79.779    40.09    0.94   40.11
N=16 adaptive a=0.5     57.258     0.55    5.94    5.97
N=16 adaptive a=1.0     59.046     3.69    2.52    4.47
N=16 adaptive a=2.0     63.008    10.64    1.41   10.74
N=16 fixed 0.02 THz     54.665    -4.01   20.58   20.96
N=16 fixed 0.10 THz     57.133     0.33    7.66    7.67
N=16 fixed 0.30 THz     62.232     9.28    1.11    9.35
N=16 fixed 1.00 THz     79.843    40.21    0.66   40.21
N=24 adaptive a=0.5     57.852     1.59    3.14    3.52
N=24 adaptive a=1.0     58.488     2.71    0.96    2.87
N=24 adaptive a=2.0     60.425     6.11    0.59    6.14
N=24 fixed 0.02 THz     55.182    -3.10    6.04    6.79
N=24 fixed 0.10 THz     58.158     2.13    1.50    2.60
N=24 fixed 0.30 THz     62.400     9.58    0.53    9.59
N=24 fixed 1.00 THz     79.810    40.15    0.21   40.15
floor 0.001 -> 0.010 THz, N=16: rate change 0.0152 %
local width, N=24, a=1: 10/50/90 % points 0.1150 / 0.2006 / 0.2565 THz
triplet widths, N=24, first/second/third phonon fixed: 0.1367 / 0.1480 / 0.2496 THz
PASS
```
